# Total reflection of positrons from silicon and their evanescent depth

## The problem

A positron beam of kinetic energy $E$ strikes a flat crystal surface at glancing angle $\theta$, measured from the surface plane. The surface is at $z=0$ and the crystal fills $z>0$. Replace the crystal by its mean electrostatic potential, so that the positron has potential energy zero in vacuum and a constant $V_0$ inside. The potential is real and the crystal is thick. Hartree atomic units are used: $\hbar$, the electron mass and the elementary charge are 1, so the positron has mass 1 and charge $+1$.

1. Show that $V_0$ is positive for a crystal built from neutral spherical atoms, and express it through the electron density of one atom.
2. Show that reflection is total for $\theta<\theta_c$, with $\sin\theta_c=\sqrt{V_0/E}$, and partial above.
3. Find the depth to which the positron intensity reaches into the crystal when $\theta<\theta_c$.
4. Evaluate both results for silicon at 10 keV.

## Hints

**Hint 1.** The Laplacian of $r^2$ is 6, and the Laplacian of the potential is given by Poisson's equation. Combine the two through Green's identity.

**Hint 2.** The potential depends on $z$ only. Which part of the momentum is conserved, and how much energy is left for the motion along $z$?

**Hint 3.** A wave function that is real, apart from a constant factor, carries no current.

**Hint 4.** Intensity is the square of amplitude, so the two decay lengths differ by a factor of 2.

## Full solution

### 1. The sign and size of the inner potential

Let one atom have nuclear charge $Z$ and spherical electron density $n(r)$. Its charge density is $\rho=Z\delta(\mathbf r)-n$, and its potential $\phi$ obeys $\nabla^2\phi=-4\pi\rho$. Because the atom is neutral and spherical, $\phi$ vanishes outside the electron cloud. The vacuum far from the surface is therefore at potential zero.

Green's identity reads
$$\int\left(r^2\nabla^2\phi-\phi\,\nabla^2r^2\right)d^3r=\text{surface terms}.$$
The surface terms vanish at large distance, where $\phi$ is zero. They also vanish on a small sphere around the nucleus: there $\phi\approx Z/r$, the area is $4\pi r^2$, and the two terms scale as $r^2\cdot r^{-2}\cdot r^2$ and $r^{-1}\cdot r\cdot r^2$. With $\nabla^2r^2=6$,
$$-4\pi\int r^2\rho\,d^3r=6\int\phi\,d^3r .$$
The nucleus sits at $r=0$ and contributes nothing to the left side. The electrons contribute through $\rho=-n$, which turns the sign around:
$$\int\phi\,d^3r=\frac{2\pi}{3}\int r^2n\,d^3r\equiv\frac{2\pi}{3}\langle r^2\rangle .$$
Here $\langle r^2\rangle$ is summed over all electrons of the atom.

In the crystal each atom occupies a volume $\Omega$. The tails of neighbouring atoms that enter this volume make up for the tail of its own atom that leaves it, so the mean potential is the integral above divided by $\Omega$. A positron has charge $+1$, hence
$$V_0=\frac{2\pi\langle r^2\rangle}{3\Omega}>0 .$$
The physical reason is that the positive charge is concentrated at the centre and the negative charge is spread around it. Inside the cloud the nucleus is incompletely screened, and a positron is repelled. An electron sees the same potential with the opposite sign, $-V_0$, and is attracted.

### 2. The critical angle

Since the potential does not depend on the coordinates parallel to the surface, the parallel momentum is conserved. In vacuum the wave number is $k=\sqrt{2E}$ and the parallel part is $k\cos\theta$. The wave function is a plane wave along the surface times a function $\psi(z)$. The energy left for the motion along $z$ is
$$E_\perp=E-\tfrac12k^2\cos^2\theta=E(1-\cos^2\theta)=E\sin^2\theta .$$
So $\psi$ obeys
$$-\tfrac12\psi''+V(z)\psi=E_\perp\psi .$$
In vacuum the solutions are $e^{\pm ik_zz}$ with $k_z=\sqrt{2E_\perp}=k\sin\theta$. Inside,
$$\psi''=2(V_0-E_\perp)\psi .$$

**Below threshold.** If $E\sin^2\theta<V_0$, the factor on the right is positive. Call it $\kappa^2$. The solutions are $e^{\pm\kappa z}$, and the growing one is excluded because the crystal is thick. With an incident wave of unit amplitude,
$$\psi=e^{ik_zz}+re^{-ik_zz}\ (z<0),\qquad \psi=te^{-\kappa z}\ (z>0).$$
Continuity of $\psi$ and $\psi'$ at $z=0$ gives
$$1+r=t,\qquad ik_z(1-r)=-\kappa t .$$
Inserting the first equation into the second and collecting $r$ gives
$$ik_z+\kappa=r(ik_z-\kappa).$$
Dividing, and multiplying numerator and denominator by $-i$,
$$r=\frac{k_z-i\kappa}{k_z+i\kappa}.$$
Numerator and denominator are complex conjugates, so $|r|=1$. The reflectivity $R=|r|^2$ is 1.

**Above threshold.** If $E\sin^2\theta>V_0$, the inner solution is a wave $te^{ik_z'z}$ with $k_z'=\sqrt{2(E_\perp-V_0)}$. The same two conditions, with $-\kappa$ replaced by $ik_z'$, give
$$r=\frac{k_z-k_z'}{k_z+k_z'},$$
which is smaller than 1 because both wave numbers are positive. The border lies at $E\sin^2\theta_c=V_0$, so
$$\theta_c=\arcsin\sqrt{V_0/E}.$$
This requires $E>V_0$. For a slower positron the uniform potential would give reflection at every angle, but a real crystal need not: a slow positron can avoid the nuclei and stay where the potential is below its mean, so it can enter with less energy than $V_0$. The uniform potential is meant for fast beams at small angles. For electrons $V_0$ is replaced by $-V_0$, the inner wave number is real at every angle, and this kind of total reflection does not occur.

**A smooth edge.** A real surface has no sharp step, but total reflection does not depend on one. Let $V(z)$ be real and rise in any way to $V_0$. Deep inside, one solution decays and it is unique up to a factor. Its complex conjugate solves the same equation and also decays, so the solution can be chosen real. Its current $\mathrm{Im}(\psi^*\psi')$ is then zero everywhere. In vacuum the current is $k_z(1-R)$, and therefore $R=1$. The edge shape changes the phase of $r$, the wave function near the edge and the amplitude of the decaying tail, but neither $|r|$ nor the decay constant deep inside.

### 3. The evanescent depth

The intensity inside is $|\psi|^2=|t|^2e^{-2\kappa z}$. It falls by a factor $e$ over
$$d=\frac1{2\kappa}=\frac1{2\sqrt{2(V_0-E\sin^2\theta)}} .$$
The amplitude falls by the same factor over $2d$. Using $V_0=E\sin^2\theta_c$ and $k=\sqrt{2E}$, the depth can also be written
$$d=\frac{1}{2k\sqrt{\sin^2\theta_c-\sin^2\theta}} .$$
There are two limits:

- At grazing incidence, $\theta\to0$, the depth tends to $1/(2\sqrt{2V_0})$. It no longer depends on the beam energy, because no energy is left in the motion along $z$.
- At $\theta\to\theta_c$ the depth diverges, and the assumption of a thick, lossless crystal becomes demanding.

The strength of the evanescent wave follows from
$$t=1+r=\frac{2k_z}{k_z+i\kappa},\qquad |t|^2=\frac{4k_z^2}{k_z^2+\kappa^2}.$$
Here $k_z^2+\kappa^2=2E_\perp+2(V_0-E_\perp)=2V_0$, so
$$|t|^2=\frac{4E\sin^2\theta}{V_0}.$$
The intensity at a sharp surface vanishes at grazing incidence, where incident and reflected waves cancel. At threshold it reaches 4, where they add in phase.

### 4. Silicon at 10 keV

The electron density is taken from an unrestricted Hartree-Fock calculation of the free silicon atom in its triplet state, in the cc-pVTZ basis, and is averaged over directions. Such atoms are placed on the silicon lattice. This leaves out electron correlation, the change of the density by bonding, and the attraction between the positron and the electrons it polarizes. The basis also limits the result: adding diffuse functions raises $\langle r^2\rangle$, and with it $V_0$, by about 1%. The resulting $V_0$ is a model value.

With $\langle r^2\rangle=31.929$ and $\Omega=135.130$ in atomic units,
$$V_0=\frac{2\pi\times31.929}{3\times135.130}=0.4949\ \text{hartree}\quad(13.5\ \text{eV}).$$
Direct integration of the atomic potential gives the same value. The numerical output also lists 0.4942 hartree; this is what results when the density is not averaged and the potential is sampled along three axes only.

The beam energy is 367.493 hartree, so
$$\sin\theta_c=\sqrt{\frac{0.49487}{367.493}}=\sqrt{0.001347}=0.0367,\qquad\theta_c=2.1^\circ .$$
Since $\theta_c$ is small, it is proportional to $\sqrt{V_0}$. An inner potential lower by 10% would lower the angle by about 5%, to 2.0 degrees. The statement "about 2 degrees" therefore survives an error of this size in $V_0$; how large the neglected effects are is not estimated here.

At $\theta=1^\circ$ the normal energy is $E_\perp=0.1119$ hartree, and
$$\kappa=\sqrt{2(0.4949-0.1119)}=0.875\ \text{bohr}^{-1},\qquad d=\frac1{2\times0.875}=0.571\ \text{bohr}.$$
This is 0.30 Å. At other angles:

| $\theta$ (degrees) | $d$ (bohr) |
|---|---|
| 0 | 0.50 |
| 0.5 | 0.52 |
| 1.0 | 0.57 |
| 1.5 | 0.72 |
| 2.0 | 1.63 |

The depth grows by only 14% over the first degree and rises steeply near $\theta_c$. The last entry is therefore sensitive to small changes: larger basis sets lower it from 1.63 to between 1.55 and 1.58 bohr, and the relativistic correction below lowers it on its own to about 1.54 bohr. A larger basis changes the value at 1 degree by less than 1%. For comparison, the atomic layers of Si(001) are 2.57 bohr apart. At 1 degree the intensity falls over this distance by the factor $e^{-2.57/0.571}\approx0.01$, so in this model the positrons hardly reach beyond the outermost layer. The same comparison shows a limit of the model: a depth smaller than a layer spacing cannot be resolved faithfully by a potential averaged over many layers. The numbers in the table give the scale of the penetration, not the detailed profile.

The wave equation was also solved numerically for a layer 16 bohr thick with smooth edges. In tests at 0.5, 1.0 and 1.5 degrees the reflectivity equals 1 to within $10^{-6}$. Extrapolating the computed decay rates to zero gives $\theta_c=2.103^\circ$, in agreement with the formula. The same layer reflects 1% of the positrons at 3 degrees, and 35% of electrons at 1 degree. These two values show only that reflection is partial. They include interference between the two faces of the layer and depend on its thickness and edges; the formula of part 2 for a single sharp step gives about 3% and 16%.

**Relativity.** At 10 keV the correction is small but can be found directly. With $c$ the speed of light, the squared momentum times $c^2$ is $E(E+2c^2)$ outside and $(E-V_0)(E-V_0+2c^2)$ inside. At threshold the whole inner momentum is parallel to the surface:
$$(E-V_0)(E-V_0+2c^2)=E(E+2c^2)\cos^2\theta_c .$$
Subtracting both sides from $E(E+2c^2)$ gives
$$E(E+2c^2)\sin^2\theta_c=2V_0(E+c^2)-V_0^2 .$$
Dropping $V_0^2$, which is tiny here,
$$\sin^2\theta_c\approx\frac{V_0}{E}\,\frac{1+E/c^2}{1+E/(2c^2)} .$$
The angle rises from 2.103 to 2.113 degrees, or by 0.5%.

## Variation 1: a crystal that absorbs

**Question.** Positrons that lose energy in the crystal leave the elastic beam. Describe this by an inner potential $V_0-iW$ with small $W>0$. How much of the beam does this absorption remove below $\theta_c$?

**Solution.** Inside, $\psi''=2(V_0-iW-E_\perp)\psi$. The current $j=\mathrm{Im}(\psi^*\psi')$ then changes as
$$j'=\mathrm{Im}(\psi^*\psi'')=-2W|\psi|^2 .$$
Deep inside $j=0$. Integrating from the surface inwards gives $j(0)=2W\int_0^\infty|\psi|^2dz$. To first order in $W$ the wave function without absorption may be used, and the integral is $|t|^2d$. In vacuum $j=k_z(1-R)$, hence
$$1-R\approx\frac{2W|t|^2d}{k_z}=\frac{2Wk_z}{V_0\kappa},$$
where the last form uses $|t|^2=2k_z^2/V_0$ and $d=1/(2\kappa)$.

Take the round value $W=0.02$ hartree and $\theta=1^\circ$, where $|t|^2=0.905$ and $k_z=\sqrt{2\times0.1119}=0.473$:
$$1-R\approx\frac{2\times0.02\times0.905\times0.571}{0.473}=0.044 .$$
The numerical wave equation gives 0.043. Reflection is no longer total, but at this angle the loss is small because the wave barely enters the crystal. It grows as $\theta$ approaches $\theta_c$ and the depth increases. The loss inside the crystal vanishes at grazing incidence. Near $\theta_c$, where $\kappa\to0$, the first-order formula fails.

This is not the whole loss from a real elastic beam. The long-range field of the positron also excites surface plasmons while the positron is still outside, which an absorbing potential inside the crystal does not describe. For a classical reflected path and a single sharp plasmon energy, the mean number excited is $\pi/(2k_z)$. This is about 3.3 at 1 degree, and it grows towards grazing incidence because the positron stays near the surface longer. Most reflected positrons have then lost some energy, even where hardly any are absorbed in the crystal.

## Variation 2: a crystal made of layers

**Question.** Average the potential only parallel to the surface, so that it remains periodic in $z$ with period $D$. What replaces $V_0$ in the condition for total reflection?

**Solution.** In a periodic potential the motion along $z$ has energy bands. Below the lowest band the solutions inside grow or decay, and the current argument of part 2 again gives $R=1$. Within a band there are waves that carry current into the crystal, and reflection is partial. In the gaps between bands the solutions again grow or decay, and reflection is total once more; this is Bragg reflection by the layers. Here we ask where total reflection first ends as the angle rises from zero. The threshold is therefore the bottom of the lowest band, $E_b$, and $\sin\theta_c=\sqrt{E_b/E}$.

The Fourier components of the potential follow from Poisson's equation, $G^2\phi_G=4\pi\rho_G$, with $G=2\pi m/D$ and integer $m$:
$$U_G=\frac{4\pi\,[Z-f(G)]\,S(G)}{\Omega G^2},\qquad f(G)=\int n(r)\frac{\sin Gr}{Gr}\,d^3r .$$
The factor $S(G)$ is the mean phase factor of the atomic planes in one period. For weak layering, second-order perturbation theory applies to the uniform state of energy $V_0$. It couples through $U_G$ to states higher by $G^2/2$. Since $G$ and $-G$ contribute equally,
$$E_b\approx V_0-\sum_{G>0}\frac{4U_G^2}{G^2} .$$

**Si(001).** The planes are equally spaced, $D=2.57$ bohr and $S=1$. The sum is 0.0070 hartree, and the full band calculation gives $E_b=0.4880$ hartree, a lowering of 0.0069. The threshold moves from 2.10 to 2.09 degrees, so layering along $z$ alone hardly changes the uniform result here. This holds for the planar average, which suits a beam directed away from low-index azimuths.

**Si(111).** The planes form double layers with $D=5.93$ bohr, the two planes lying at $\pm D/8$ from the centre, so $S=\cos(GD/8)$. The wide gaps between double layers offer the positron a region of low potential. The lowest band now extends from 0.373 to 0.404 hartree, well below $V_0$. Total reflection first ends at
$$\theta_c=\arcsin\sqrt{0.373/367.5}\approx1.83^\circ .$$
The top of the band corresponds to about 1.90 degrees. Between these angles positrons can enter although the uniform model forbids it. Above the top of the band lies a gap, which extends to about 0.79 hartree, well past $V_0$. In this planar model total reflection therefore returns at 1.90 degrees and lasts to about 2.7 degrees, beyond the critical angle of the uniform model. At mid-band a slab of 12 double layers transmits 1% of the positrons, while a uniform slab of equal thickness transmits about $10^{-28}$. Only the contrast matters: inside a band the transmission of a finite slab varies with its thickness and with the energy through interference, so the 1% is not the fraction that enters a thick crystal, which at this energy is about 16 to 18% depending on how the surface is terminated.

The formula with the mean potential is thus an approximation whose quality depends on the surface. Both results still neglect diffraction by the atomic pattern parallel to the surface, which can open further channels. The effect is large when the beam runs along atomic rows. Averaging the same potential only along a $\langle110\rangle$ beam direction, which lies in both surfaces, puts the bottom of the lowest band at about 0.30 hartree, a threshold of about 1.65 degrees. Along $[100]$ on Si(001) it lies at about 0.43 hartree, or 1.96 degrees.

## Numbers as computed

```
SILICON, FREE-ATOM DENSITY (UHF/cc-pVTZ)
atom energy: -288.8564 hartree
lattice parameter: 10.2631 bohr
volume per atom Omega: 135.130 bohr^3
<r^2> summed over electrons: 31.929 bohr^2
V0 from <r^2>: 0.49487 hartree = 13.47 eV
V0 by direct integration: 0.49487 hartree
three axes, density not averaged: 0.49418 hartree
THRESHOLD AT 10 keV
E: 367.493 hartree
wave number k: 27.111 bohr^-1
V0/E: 0.001347
critical angle: 2.103 degrees
critical angle from wave decay: 2.103 degrees
relativistic critical angle: 2.113 degrees
INTENSITY DEPTH d (amplitude length is 2d)
theta 0.0 degrees: d = 0.5026 bohr
theta 0.5 degrees: d = 0.5174 bohr
theta 1.0 degrees: d = 0.5713 bohr
theta 1.5 degrees: d = 0.7171 bohr
theta 2.0 degrees: d = 1.6261 bohr
d at grazing limit: 0.2660 angstrom
d at 1 degree: 0.3023 angstrom
AT 1 DEGREE
normal energy: 0.11193 hartree
kappa: 0.8751 bohr^-1
surface intensity / incident: 0.9047
absorption parameter W: 0.020 hartree
lost fraction, wave equation: 0.0427
lost fraction, first-order formula: 0.0437
test layer thickness: 16.0 bohr
electron reflectivity of test layer: 0.3529
positron reflectivity of test layer, 3 degrees: 0.01050
EFFECT OF ATOMIC LAYERS
(001) layer spacing: 2.5658 bohr
(001) band bottom: 0.48799 hartree
(001) second-order lowering: 0.00704 hartree
(001) threshold angle: 2.088 degrees
(111) double-layer period: 5.9254 bohr
(111) lowest band: 0.37333 to 0.40442 hartree
(111) threshold angle: 1.827 degrees
(111) mid-band transmission, 12 periods: 1.08e-02
uniform slab, same energy and thickness: 1.16e-28
```
